# Choosing the elimination order in sparse quantum scattering calculations

On a grid of 64 by 64 sites, factorizing one set of scattering equations takes \(6.83\times10^7\) multiplications if the sites are eliminated column by column with both lead interfaces kept to the end, and \(1.11\times10^7\) if they are eliminated by nested dissection. The equations and unknowns are the same, yet the costs differ by a factor of 6.13. At 16 by 16 sites the factor is 2.07. A column order that does not carry an interface along is about four times cheaper, as shown below, but its cost grows with the same power of the size. The order of elimination is a setting of the linear solver, and the growth of this factor follows from the structure of the scattering problem.

## What is being solved

Consider independent electrons of effective mass \(m\) on a square grid of \(L\times L\) sites with spacing \(a\), without a magnetic field. In atomic units the discretized kinetic energy gives a hopping \(-t\) between nearest neighbours and an on-site energy \(4t\), with

\[
t=\frac{1}{2ma^2}.
\]

A real potential is added on the sites. There are hard walls above and below, and uniform leads of width \(L\) continue the first and last columns to infinity.

Let \(j=0\) be the interface column of the scattering region and \(j=1,2,\ldots\) the columns of a lead, counted outward. If \(h\) is the real symmetric Hamiltonian of one lead column, the lead amplitudes obey

\[
(h-E)\phi_j-t\phi_{j+1}-t\phi_{j-1}=0 .
\]

Take normalized real eigenvectors, \(h\chi_n=\varepsilon_n\chi_n\), and insert \(\phi_j=\chi_n\lambda_n^j\). Division by \(\lambda_n^j\) gives

\[
\varepsilon_n-E=t\left(\lambda_n+\frac1{\lambda_n}\right).
\]

The two roots have product one. If \(|\varepsilon_n-E|>2t\), they are real, and the one with \(|\lambda_n|<1\) decays into the lead: the mode is closed. If \(|\varepsilon_n-E|<2t\), the mode is open, with \(\lambda_n=e^{ik_na}\) and \(E=\varepsilon_n-2t\cos k_na\).

The direction of an open mode follows from its current. The time-dependent Schrödinger equation gives

\[
\frac{d}{d\tau}\phi_j^\dagger\phi_j
=2\,\mathrm{Im}\left[\phi_j^\dagger(h\phi_j-t\phi_{j+1}-t\phi_{j-1})\right].
\]

The term with \(h\) is real inside the bracket and drops out. The probability flowing from \(j\) to \(j+1\) per unit time is therefore

\[
J=2t\,\mathrm{Im}(\phi_j^\dagger\phi_{j+1}).
\]

For \(\chi_n\lambda_n^j\) it equals \(v_n=2t\sin k_na\), so outgoing modes have \(0<k_na<\pi\). Here \(v_n\) is the velocity divided by \(a\). Dividing an open mode by \(\sqrt{v_n}\) gives it unit current. At a mode threshold \(v_n=0\), the two roots coincide and this normalization fails, so such energies are excluded.

## One sparse linear system

Collect the modes of both leads in the orthogonal matrix \(X\), their factors in the diagonal matrix \(\Lambda\), and their normalizations in \(N\), whose entries are \(1/\sqrt{v_n}\) for open modes and 1 for closed ones. The lead amplitudes are

\[
\phi_j=XN(\Lambda^{-j}\alpha+\Lambda^j b),
\]

where \(\alpha\) holds the given incoming coefficients, in open modes only, and \(b\) holds the unknown outgoing ones, including the decaying modes.

Let \(\psi\) be the amplitudes inside the region, \(H\) its Hamiltonian, and \(P\) the matrix that selects the \(2L\) interface sites. Two conditions remain. The Schrödinger equation inside contains the first lead column through the hopping \(-t\):

\[
(H-E)\psi-tP^\top\phi_1=0.
\]

The lead equation at \(j=1\) contains the interface column, which must therefore equal the mode expansion at \(j=0\): \(P\psi=\phi_0\). Insert the expansion, move the known terms to the right, and multiply the second condition by \(-X^\top\), using \(X^\top X=1\):

\[
\begin{aligned}
(H-E)\psi-tP^\top X\Lambda N b&=tP^\top XN\Lambda^{-1}\alpha,\\
-X^\top P\psi+Nb&=-N\alpha .
\end{aligned}
\]

There are \(L^2+2L\) equations for as many unknowns. Omitting closed modes would leave more matching equations than mode coefficients, so all \(L\) modes of each lead are kept.

The matrix is sparse but has two dense corners. The interior has \(L^2\) diagonal entries and two entries for each of its \(2L(L-1)\) bonds. The coupling blocks have \(2L^2\) entries each, and \(N\) has \(2L\). The total is

\[
L^2+4L(L-1)+4L^2+2L=9L^2-2L,
\]

which is 5136 for \(L=24\), as counted in the numerical output. This count includes 64 coupling entries that are zero in exact arithmetic, because a mode has a node on the site.

## When the system has a unique solution

The second equation gives \(Nb=X^\top P\psi-N\alpha\). Substitution into the first yields

\[
(H+\Sigma-E)\psi=tP^\top XN(\Lambda^{-1}-\Lambda)\alpha,
\qquad
\Sigma=-tP^\top X\Lambda X^\top P .
\]

For open modes \(t(\lambda_n^{-1}-\lambda_n)=-iv_n\), so the source is \(-iP^\top X\sqrt{v}\,\alpha\). The matrix \(\Sigma\) is the lead self-energy. The sparse system contains it without forming it.

Suppose the system has a nonzero solution for \(\alpha=0\). Multiply the reduced equation by \(\psi^\dagger\) and take the imaginary part. Since \(H\) is Hermitian, only \(\Sigma\) contributes. With \(X^\top P\psi=Nb\) and \(\mathrm{Im}\,\lambda_n=v_n/(2t)\) for open modes,

\[
0=-t\sum_n|(Nb)_n|^2\,\mathrm{Im}\,\lambda_n
=-\frac12\sum_{n\,\mathrm{open}}|b_n|^2 .
\]

Every open coefficient vanishes and the lead tails decay: the solution is a bound state at energy \(E\). Conversely, a bound state has no open component in the leads and solves the homogeneous system. Away from thresholds, the matrix is thus singular if and only if there is a bound state at \(E\).

This can happen inside the continuum. In a 12 by 12 region with the same grid spacing and mass as the worked example below, and a uniform potential of \(-0.3\) eV, the transverse modes do not mix. The second mode has a bound state at 0.67017 eV, where the first mode is open. The smallest singular value of the matrix is \(1.8\times10^{-15}\) there and \(4.1\times10^{-2}\) at an energy 0.05 eV higher. No elimination order removes a singularity of this kind.

## What one elimination costs

Eliminating unknown \(k\) replaces the remaining entries by

\[
M_{ij}\leftarrow M_{ij}-M_{ik}M_{kk}^{-1}M_{kj}.
\]

If \(k\) has \(d\) remaining neighbours, this takes \(d^2\) multiplications, not counting the \(d\) divisions, and it couples all those neighbours to each other. Suppose \(s\) unknowns are eliminated in turn and \(m\) others border them. The last has at most \(m\) neighbours, the one before it at most \(m+1\), and so on. Hence

\[
W\le\sum_{q=0}^{s-1}(m+q)^2
\le\int_0^s(m+x)^2dx
=sm^2+s^2m+\frac{s^3}{3}.
\]

The second inequality holds because the integrand increases. The elimination order enters through \(s\) and \(m\).

## Column by column

In column order, with both interface columns and the mode coefficients kept to the end, a typical site has \(L\) neighbours in the unfinished part of its own column and the started part of the next. Earlier eliminations also couple it to all \(L\) sites of the left interface. So \(d=2L\), the cost per site is \(4L^2\), and \(L^2\) sites cost about \(4L^4\).

The next term can be found too. The first interior column is cheaper, because its couplings are still building up: its site number \(y\) has about \(2y\) neighbours, and the column costs \(\sum_y4y^2\approx\frac43L^3\). The other \(L-3\) interior columns cost \(4L^3\) each.

The final block comes last. Each left interface site sees the rest of its column, the right interface and the left modes, so \(s=L\), \(m=2L\), and the column costs \(\frac{19}{3}L^3\). The right interface then sees both sets of modes and costs the same. The \(2L\) mode coefficients cost \(\frac83L^3\). The block totals \(\frac{46}{3}L^3\), and

\[
W_{\rm column}=4L^4+\left(-12+\frac43+\frac{46}{3}\right)L^3+O(L^2)
=4L^4+\frac{14}{3}L^3+O(L^2).
\]

For \(L=16,32,64\) this predicts \(W/L^4=4.292,\,4.146,\,4.073\). The counts from actual factors are 4.280, 4.143 and 4.072.

The prefactor 4 comes from keeping the left interface to the end. Suppose instead that the \(2L\) mode coefficients are eliminated first, at \(L^2\) each, and then all columns from left to right. A site then has only about \(L\) neighbours, the last column costs \(\frac13L^3\), and the factorization costs \(L^4+\frac43L^3+O(L^2)\), about \(1.71\times10^7\) for \(L=64\). The price is in the solves: a mode incoming from the left must pass through the whole factor, at about \(2L^3\) per mode.

The recursive Green's function method has the same power. It repeats

\[
g_i=(E-h_i-t^2g_{i-1})^{-1},
\]

where \(h_i\) is the Hamiltonian of column \(i\). A standard dense inversion costs about \(L^3\) multiplications, and there are \(L\) columns. The total transmission follows from the last \(g_i\) alone, as the number of open modes minus the summed reflection, for about \(L^4\). The transmission amplitudes need one further dense product per column, giving about \(2L^4\). Asking for less output changes the prefactor, not the power.

## Nested dissection

Nested dissection postpones a line of sites that separates a region into two parts. The parts are eliminated first, by the same rule, and then the line. Here it is applied to the columns between the interfaces, with vertical and horizontal cuts in alternation.

Take a region that fits in a square of side \(l\). With nearest-neighbour hopping it has at most \(4l\) neighbours outside. Its vertical cut has \(s\le l\), \(m\le4l\), and costs at most

\[
\left(16+4+\frac13\right)l^3=\frac{61}{3}l^3 .
\]

Each half has a perimeter of at most \(3l\) and a horizontal cut of at most \(l/2\) sites. The two cuts together cost at most

\[
2\left(\frac92+\frac34+\frac1{24}\right)l^3=\frac{127}{12}l^3 .
\]

One pair of cutting steps therefore costs at most \(\frac{371}{12}l^3\) and leaves four regions of half the side. After \(q\) pairs there are at most \(4^q\) regions of side \(L/2^q\), so the interior costs at most

\[
\frac{371}{12}\sum_{q\ge0}4^q\left(\frac{L}{2^q}\right)^3
=\frac{371}{12}L^3\sum_{q\ge0}2^{-q}
=\frac{371}{6}L^3 .
\]

Halving the side makes four times as many regions, each eight times cheaper, so the large cuts dominate. With the final block,

\[
W_{\rm nested}\le\left(\frac{371}{6}+\frac{46}{3}\right)L^3
=\frac{463}{6}L^3\approx77.2\,L^3 .
\]

The power cannot be lower in this order. When the middle column is eliminated, its \(L\) sites are coupled through the eliminated halves to all \(2L\) interface sites, barring accidental cancellation. That step alone costs at least \(4L^3\).

The measured \(W/L^3\) is 33.12, 38.39, 42.51 and 45.44 for \(L=16,32,64,128\), below the ceiling and still rising. The cuts remove sites, which changes the cost of a region by order \(l^2\). Summed over \(4^q\) regions this is order \(L^2\) per level, or \(L^2\log L\) in all, a relative correction that fades only as \(\log L/L\). The local power between 64 and 128 is accordingly 3.096. For column order it is 3.975 between 32 and 64.

Two other parts of the calculation stay within \(L^3\). Dense diagonalization of \(h\) has this order. The source is nonzero only in rows of the final block, so the scattering matrix follows from that block of \(4L\) unknowns. Its triangular solves cost about \(16L^2\) for each of at most \(2L\) incoming modes. These operations are not in the counts above.

Memory follows similarly. A cut stores at most \(s^2+2sm\) entries, which gives \(9l^2+\frac{13}{2}l^2=\frac{31}{2}l^2\) per pair of steps. Every level then contributes at most \(\frac{31}{2}L^2\), so storage is of order \(L^2\log L\), against about \(4L^3\) for column order. At \(L=64\) the counts are 269,414 and 1,069,182 entries.

## Keep the interfaces until the end

The mode coefficients of a lead couple to every site of its interface. If interface sites are eliminated early, each region touching a lead acquires \(L\) extra neighbours, however small the region is.

For a touching region of side \(l\), the vertical cut and the horizontal cut of the touching half contain \(\frac32l\) sites. Their leading extra cost is \(\frac32lL^2\). There are \(L/l\) such regions along each lead, so two leads add \(3L^3\) per level, independent of \(l\). With \(\log_2L\) levels, the total becomes of order \(L^3\log L\).

The measured excess, divided by \(L^3\), is 1.42, 4.51, 7.76 and 11.03 for the four sizes. Its increments per doubling are 3.09, 3.25 and 3.27, near the leading estimate of 3. At \(L=128\) the early order costs 24% more than the order with interfaces last.

## Allow pivots to move between blocks

Nested dissection eliminates interior regions before they are connected to the leads. Let \(H_I\) be the Hamiltonian of such a closed region, with eigenvalues \(E_r\) and eigenvectors \(u_r\), and let \(B\) couple it to its border. Its elimination adds to the border

\[
-B(H_I-E)^{-1}B^\dagger=-\sum_r\frac{Bu_r\,(Bu_r)^\dagger}{E_r-E}.
\]

If \(E\) approaches an \(E_r\), one term grows without limit. In finite precision its rounding error hides the regular terms, although the complete open system may be well behaved.

In the example below, the columns between the interfaces have a closed level at 1.20684 eV. There, elimination with pivoting only inside blocks gives an error of \(6.6\times10^{-5}\) in the largest deviating entry of the scattering matrix, relative to a solution with general pivoting. At 1.20 eV the corresponding difference is \(5.6\times10^{-15}\). The pivoted solution at the closed level is unitary to \(5.2\times10^{-15}\). The cure is to let the solver postpone a poor pivot to a later block. Moving \(E\) slightly also avoids the problem, but it changes the question being asked.

## A worked calculation

Take the free-electron mass, \(a=1\) Å and \(L=24\). The hard walls are then \((L+1)a=25\) Å apart, and \(t=3.810\) eV. A Gaussian barrier of height 2 eV and width parameter (standard deviation) 4 Å is centred at \(x=9\) Å, \(y=10\) Å, with the first site at 1 Å in both directions. The leads carry no potential, so the barrier is cut off at the interface columns; at the left one it still reaches \(2e^{-2}=0.27\) eV. The results below belong to this truncated barrier, not to a complete Gaussian. At \(E=1.2\) eV each lead has four open modes.

The fourth opens at 0.9425 eV. Since its threshold is \(\varepsilon_4-2t\),

\[
\cos k_4a=1-\frac{1.2-0.9425}{2(3.810)}=0.9662,
\qquad k_4=0.261\ \text{Å}^{-1}.
\]

For electrons incoming from the left in modes 1 to 4, the probabilities of reaching the right lead in any mode are 0.621, 0.787, 0.509 and 0.156. Their sum is \(T=2.073\). The summed reflection is 1.927, and the two add to the four incoming modes. With two spin directions the zero-temperature linear conductance is

\[
G=\frac{2e^2}{h}T=77.48\ \mu\text{S}\times2.073=160.6\ \mu\text{S}.
\]

Mode 2 transmits best, although its longitudinal energy is lower than that of mode 1. The calculation does not isolate the cause.

Two tests address the formulation itself. A recursive Green's function calculation, with self-energies obtained by lead decimation after adding an imaginary part of \(10^{-7}\) eV to the energy, gives the same \(T=2.072855\) to the digits shown. Continuing the wave from the first left mode into three explicit columns of each lead leaves a Schrödinger residual of \(2.8\times10^{-15}\) eV times the amplitude unit.

The limit without a barrier fixes the phase convention. The interface columns are \(L-1\) cells apart, so mode \(n\) must be transmitted with amplitude \(e^{ik_na(L-1)}\) and not reflected. The computed matrix for the same grid and energy agrees within \(10^{-9}\) in every entry.

Solver accuracy is not grid accuracy. Along the strip,

\[
2t(1-\cos ka)=\frac{k^2}{2m}\left[1-\frac{(ka)^2}{12}+\cdots\right].
\]

For the first mode, \(ka=0.554\) and the longitudinal kinetic energy at fixed \(k\) is about 2.5% below its continuum value. Changing the elimination order does not affect this error.

## Relation to real devices

The worked numbers also describe systems of other sizes, because \(T\) depends only on the energies divided by \(t\) and the lengths divided by \(a\). With a mass of roughly 0.07 electron masses, as in gallium arsenide, and \(a=50\) Å, energies scale by \(1/(0.07\times50^2)=0.0057\). For a mass of exactly 0.07, the same \(T\) then describes a strip 1250 Å wide at 6.86 meV with a barrier 11.43 meV high, whose position, width and cut-off distance are also scaled by 50. Real devices also have smooth walls, disorder, screening, finite temperature and some loss of phase coherence. Their effect on 2.073 is not determined here.

## Guidance

- For a large, roughly square region with short-range hopping, choose nested dissection. In the counts here it needs half the multiplications of the \(4L^4\) column order at \(L=16\). Against the cheaper column factorization of \(L^4+\frac43L^3\) it loses at \(L=16\) and 32 and wins by a factor of about 1.5 at \(L=64\). These are operation counts, not running times, which also depend on memory traffic and block sizes.
- For a region of length \(D\) and width \(W\) sites, with \(D\gg W\), column order costs about \(4DW^3\) with both interfaces kept to the end, and about \(DW^3\) with the mode coefficients first and no interface carried along. Dividing the strip into \(D/W\) squares, dissecting each and then eliminating the dividing columns in turn costs order \(DW^2\). The prefactor of \(DW^2\) is in the tens, as for the squares above, so the gain is set by the width. For a narrow wire, dissection can cost more than the \(DW^3\) order.
- If the ordering can be constrained, place the interface sites last. The mode coefficients need not wait. Eliminated first, they cost \(2L^3\) and form \(\Sigma\), and the two interfaces then cost \(\frac73L^3+\frac13L^3\). The total is \(\frac{14}{3}L^3\) in place of the \(\frac{46}{3}L^3\) of the final block counted above.
- Keep pivoting across blocks enabled, and check unitarity at each energy. An isolated failure may signal a closed-region level. Unitarity does not reveal a bound state: such a state has no open component, so the scattering matrix can stay unitary while the linear system is singular and the interior amplitudes are not unique. Away from mode thresholds, a vanishing smallest singular value of the matrix does reveal it.
- Keep all closed modes in the matching equations, and test the grid spacing separately.

## Calculated quantities

```
grid: 24 x 24 sites, spacing 1.0 angstrom
hopping t = 3.80998 eV; energy E = 1.20 eV
barrier: height 2.0 eV, width 4.0 angstrom
barrier centre: x = 9.0, y = 10.0 angstrom
unknowns: 576 interior + 48 mode coefficients
nonzeros of M: 5136
open modes per lead: 4
mode 1: threshold 0.0601 eV, k 0.5540 1/angstrom, T 0.62119
mode 2: threshold 0.2394 eV, k 0.5076 1/angstrom, T 0.78719
mode 3: threshold 0.5351 eV, k 0.4208 1/angstrom, T 0.50882
mode 4: threshold 0.9425 eV, k 0.2607 1/angstrom, T 0.15565
total transmission T = 2.072855; total reflection R = 1.927145
T by recursive Green's functions = 2.072855
conductance with spin = 160.607 microsiemens
S: nested minus direct, largest entry = 5.6e-15
S: unitarity error = 1.3e-15
residual in extended grid = 2.8e-15 (eV x amplitude)
bound-state test: 12 x 12 sites, well -0.3 eV
bound state in continuum at 0.67017 eV
smallest singular value there 1.8e-15, 0.05 eV above 4.1e-02
closed-subdomain eigenvalue at 1.20684 eV
there: block S error 6.6e-05, pivoted unitarity error 5.2e-15
multiplications (nested dissection):
L=16: 1.3568e+05, /L^3 = 33.12, stored entries 10290
L=32: 1.2580e+06, /L^3 = 38.39, stored entries 53596
L=64: 1.1144e+07, /L^3 = 42.51, stored entries 269414
L=128: 9.5295e+07, /L^3 = 45.44, stored entries 1311696
multiplications (column recursion):
L=16: 2.8050e+05, /L^4 = 4.280, column/nested = 2.07
L=32: 4.3442e+06, /L^4 = 4.143, column/nested = 3.45
L=64: 6.8320e+07, /L^4 = 4.072, column/nested = 6.13
stored entries, column recursion, L=64: 1069182
local power, nested, L=64 to 128: 3.096
local power, column, L=32 to 64: 3.975
proved ceiling for nested/L^3: 77.17
extra work/L^3 if interface sites are eliminated early:
L=16: 1.42
L=32: 4.51
L=64: 7.76
L=128: 11.03
```
